# Spin Degeneracy and the Fermi Energy of a Half-Filled Donor, part 2

At what Fermi energy are half of the donors in a semiconductor neutral? An ionized donor, D$^+$, has an empty bound orbital. A neutral donor, D$^0$, holds one electron in it, with two possible spin states, and D$^-$ holds two electrons with paired spins. The donors are treated as independent, with no magnetic field.

Energies are measured from the conduction-band edge. The donor level $E_d$ is the energy needed to place one electron on D$^+$, without any entropy, and $E_F$ is the chemical potential of the electrons. $N_+$ and $N_0$ are the numbers of ionized and neutral donors, $k_B$ is Boltzmann's constant and $T$ the temperature. With $x=\exp[(E_F-E_d)/k_BT]$, the weights of D$^+$, D$^0$ and D$^-$ are $1$, $2x$ and $ux^2$, where $u=e^{-U/k_BT}$ and $U$ is the repulsion energy of the two electrons.

Equal numbers of neutral and ionized donors require $x=\tfrac12$, or

$$
E_F=E_d-k_BT\ln2\qquad(N_0=N_+). \tag{11}
$$

The neutral fraction is

$$
f_0=\frac{1}{1+\exp[(E_d-k_BT\ln2-E_F)/k_BT]}. \tag{12}
$$

With D$^-$ neglected and $F$ the free energy of the electrons on the donors, any filling obeys

$$
E_F=\frac{dF}{dN_0}
=E_d+k_BT\ln\frac{N_0}{N_+}-k_BT\ln2. \tag{17}
$$

If $E_d$ does not change with temperature, the slope at half filling is

$$
\left(\frac{dE_F}{dT}\right)_{N_0=N_+}=-k_B\ln2. \tag{18}
$$

The example is a donor in germanium with $E_d=-14.0$ meV and $U=13$ meV. At 10 K, $k_BT=0.8617$ meV and $k_BT\ln2=0.597$ meV.

The closing table also lists checks of two earlier results. With a Zeeman splitting $D$, half filling lies $k_BT\ln(1+e^{-D/k_BT})$ below the lower spin level. A mean of half an electron per donor occurs at $E_d-E_F=k_BT\ln(1+\sqrt{1+3u})$.

### Extra orbitals of a donor in germanium

The conduction band of germanium has four equivalent minima, or valleys. A shallow donor can bind an electron in an orbital built from any of them, and the short-range potential of the donor couples the four. In the simplest model every pair of valleys has the same coupling, $-V/4$. The Hamiltonian is then

$$
H=-\frac V4\,(J-I), \tag{26}
$$

where $J$ is the $4\times4$ matrix with every element equal to one and $I$ is the unit matrix. The combination with equal amplitudes in all valleys is an eigenvector of $J$ with eigenvalue 4. Any combination whose amplitudes add to zero has eigenvalue 0, and there are three independent ones. The energies of $H$ are therefore $-3V/4$, once, and $+V/4$, three times. A singlet lies below a triplet by the valley-orbit splitting $V$.

Let $E_d$ now refer to the singlet. Each orbital state has two spin states, so the weight of D$^0$ relative to D$^+$ becomes $gx$, with

$$
g=2\left(1+3e^{-V/k_BT}\right). \tag{27}
$$

Setting $gx=1$ gives

$$
E_F=E_d-k_BT\ln g\qquad(N_0=N_+). \tag{28}
$$

The factor 2 of the simple donor is the low-temperature limit of $g$. Take $V=4$ meV. At 10 K, $V/k_BT=4/0.8617=4.64$ and $3e^{-4.64}=0.029$. The additional shift is $k_BT\ln(1.029)=0.025$ meV, which is 4% of $k_BT\ln2$. At 20 K the shift below the singlet is 1.64 meV, while $k_BT\ln2$ is 1.19 meV. A degeneracy of two is thus a good description of this donor only while $k_BT$ is well below $V$.

### Compensation holds the donors near half filling

Without acceptors, the donors are all neutral at low temperature and pass through half filling at only one temperature, as they ionize on warming. Acceptors can hold them near half filling over a range of temperatures. Take a donor density $N_D=10^{12}$ cm$^{-3}$ and an acceptor density $N_A=5\times10^{11}$ cm$^{-3}$. From here on $N_0$ and $N_+$ denote densities. The acceptor levels lie far below the donor level, so each acceptor takes one electron and is negatively charged. Holes in the valence band are neglected. With $n$ free electrons per unit volume and D$^-$ neglected, charge neutrality reads

$$
N_+=N_A+n,\qquad N_0=N_D-N_A-n. \tag{29}
$$

Inserting these into (17) gives

$$
E_F=E_d-k_BT\ln2+k_BT\ln\frac{N_D-N_A-n}{N_A+n}. \tag{30}
$$

If $N_A=N_D/2$ and $n$ is negligible, the last logarithm is zero and the Fermi energy follows (11).

The free-electron density comes from the conduction band. An ellipsoidal valley with one longitudinal mass $m_l$ and two transverse masses $m_t$ encloses, up to energy $E$, a volume $(4\pi/3)(2E/\hbar^2)^{3/2}\sqrt{m_lm_t^2}$ in wave-vector space. Multiplying by $2/(2\pi)^3$ for spin and the density of allowed wave vectors, and by the number of valleys $M$, gives the number of states per volume below $E$. Its derivative is the density of states

$$
\rho(E)=\frac{M}{2\pi^2}
\left(\frac{2m_d}{\hbar^2}\right)^{3/2}\!\sqrt E,
\qquad m_d=(m_lm_t^2)^{1/3}. \tag{31}
$$

The electron density follows by filling these states according to the Fermi function:

$$
n=\int_0^\infty\frac{\rho(E)\,dE}{e^{(E-E_F)/k_BT}+1}. \tag{32}
$$

With $M=4$, $m_l=1.6$ and $m_t=0.08$ electron masses, (32) was solved together with neutrality for a single orbital with spin and $U=13$ meV. The valley triplet is left out of this calculation. The electrons are assumed to be in equilibrium, which makes the 4 K row a formal limit: for capture cross-sections of roughly $10^{-12}$ to $10^{-11}$ cm$^2$, thermal release of an electron from a donor would take weeks to months at that temperature, but only seconds at 6 K.

| $T$ (K) | $k_BT\ln2$ (meV) | $E_d-E_F$ (meV) | $N_+/N_D$ |
|---|---|---|---|
| 4 | 0.239 | 0.239 | 0.500 |
| 6 | 0.358 | 0.358 | 0.500 |
| 8 | 0.478 | 0.478 | 0.500 |
| 10 | 0.597 | 0.607 | 0.503 |
| 20 | 1.195 | 8.064 | 0.982 |

Between 4 and 8 K the computed Fermi energy falls on average by 0.05975 meV/K, close to the 0.05973 meV/K of (18). Including the valley triplet would raise this average to about 0.0613 meV/K. These digits, and those of the table, belong to the model of independent donors. In a real crystal at these densities, the Coulomb interaction between charged impurities, discussed below, moves $E_F$ by a few hundredths of a meV and changes this slope by roughly a further 0.001 meV/K. At 10 K a small departure appears. The free-electron density is then $2.69\times10^9$ cm$^{-3}$, a fraction $\delta=n/N_D=0.00269$ of the donors. For $N_A=N_D/2$ and small $\delta$, the last logarithm in (30) is

$$
\ln\frac{\frac12-\delta}{\frac12+\delta}
=\ln(1-2\delta)-\ln(1+2\delta)\simeq-4\delta. \tag{33}
$$

The Fermi energy is lowered by $4\times0.00269\times0.8617=0.009$ meV, which accounts for the difference between 0.597 and 0.607 meV within rounding.

At 20 K the half-filling rule no longer locates the Fermi energy, because the donors are no longer half filled. The band holds $4.82\times10^{11}$ electrons per cm$^3$, nearly all that the acceptors have left. Equation (30) still applies to the single orbital. With $N_+/N_D=0.982$, its last logarithm is $\ln(0.018/0.982)=-4.0$, and this mixing term, about $-6.9$ meV, outweighs the spin term of $-1.2$ meV. With the valley triplet included, $\ln2$ in (30) is replaced by $\ln g$, and the two terms become about $-6.4$ and $-1.6$ meV. As long as $n$ is small compared with both $N_A$ and $N_D-N_A$, the neutral fraction is pinned at $(N_D-N_A)/N_D$, which is one half when $N_A=N_D/2$.

### Effects outside the single-donor model

The valley triplet has already been sized: it adds 0.025 meV to the shift at 10 K. A next set of orbitals, placed 9 meV above the ground state with eight spin and valley states, adds a relative weight $4e^{-9/0.8617}$ to D$^0$ and moves the Fermi energy by $1\times10^{-4}$ meV. For D$^-$, two electrons can be distributed over eight spin-valley orbitals in $8\times7/2=28$ ways. If all 28 states are given the lowest energy, which overstates their weight, the ratio of D$^-$ to D$^0$ at $x=\tfrac12$ is $28ux^2/(2x)=7u$, or $2\times10^{-6}$. Replacing the Fermi function in (32) by a Boltzmann factor changes $n$ by a relative amount of about $10^{-8}$.

The donors are also not strictly independent. Their mean spacing, $N_D^{-1/3}$, is 1000 nm. The orbital radius, estimated from the transverse mass as $\hbar/\sqrt{2m_t|E_d|}$, is 5.8 nm, so overlap between donors at this spacing is negligible. The electric potentials of charged neighbours reach much further. With relative permittivity 16, the Coulomb energy of two unit charges at the mean spacing is 0.090 meV. This is 15% of $k_BT\ln2$ at 10 K and 38% at 4 K. It is the largest neglected energy in the list, and it gains in relative importance on cooling, since it stays fixed while the spin shift shrinks.

A spread of donor levels does not necessarily move the half-filling point. Suppose that each level is displaced by a random energy $\epsilon$, independent of the other donors. At the Fermi energy (11), the neutral fraction (12) of such a donor is

$$
f_0(\epsilon)=\frac{1}{1+e^{\epsilon/k_BT}},\qquad
f_0(\epsilon)+f_0(-\epsilon)=1. \tag{34}
$$

The second relation follows on multiplying the numerator and denominator of $f_0(-\epsilon)$ by $e^{\epsilon/k_BT}$. If $\epsilon$ and $-\epsilon$ are equally probable, the average of $f_0$ is therefore one half, and (11) survives for the centre of the distribution.

A skewed distribution can cause a shift. As an example, let 80% of the donors be displaced by $-0.5w$ and 20% by $+2w$, which has mean zero and root-mean-square width $w$. With $w=0.090$ meV, the Fermi energy for half filling at 10 K changes by $-1.2\times10^{-4}$ meV. Two-level distributions of the same width with rarer and larger displacements give changes of up to about $10^{-3}$ meV. Independent disorder of this width is thus unimportant at 10 K. In a real compensated crystal the displacements are correlated with the charges of nearby donors and acceptors, and this argument does not cover them. The figure of 0.090 meV is the energy of a single pair at the mean spacing. Many charges act on each donor, so the actual spread of the levels is larger, roughly 0.2 to 0.25 meV root-mean-square for randomly placed donors and acceptors at these densities. The charges also rearrange around an ionized donor and stabilize it. A Debye screening estimate of this energy is $\kappa e^2/(8\pi\varepsilon)$, where $\varepsilon$ is the permittivity and $\kappa^2=e^2N_D/(4\varepsilon k_BT)$ at half filling. The half-filling point then lies about 0.03 meV higher at 10 K and about 0.04 meV higher at 4 K, measured from the mean electrostatic potential. This is as large as the valley term and larger than the 0.009 meV departure caused by free electrons, but it remains well below $k_BT\ln2$.

### Real germanium and deep donors

The level, the splitting and the other material parameters used here are rough typical values for arsenic in germanium. The donor density is a choice. It is far below the doping of ordinary transistor regions, and above the net impurity density of detector-grade germanium, which is roughly $10^{10}$ cm$^{-3}$. Real crystals generally do not have half compensation, and this can move the result more than all the corrections above. If $N_A=N_D/4$ and $n$ is neglected, the last term of (30) at 10 K is $0.8617\ln3=0.95$ meV. The Fermi energy then lies about 0.3 meV above the donor level instead of 0.6 meV below it. At higher doping the independence of the donors fails as well. The Coulomb energy at the mean spacing grows as $N_D^{1/3}$, so at $10^{15}$ cm$^{-3}$ it is ten times larger, 0.9 meV, and exceeds the spin shift at 10 K.

For a deep donor that remains partly filled at room temperature, and whose neutral state has one unpaired electron, the same counting gives a larger displacement in energy. At 300 K, $k_BT\ln2$ is 17.9 meV. An uncertainty of 0.1 eV in a computed level, a rough but realistic size, is several times greater. The spin factor is nevertheless known from the state of the donor and has a definite sign, so it should be included rather than left within the uncertainty of the level. The sign depends on the kind of donor. In a double donor, D$^0$ holds two electrons with paired spins and D$^+$ holds one unpaired electron. The factor 2 then belongs to D$^+$, and half filling between these two charge states lies $k_BT\ln2$ above the level. Vibrations may matter too. If the vibrational free energy of D$^0$, which contains both energy and entropy, were lower than that of D$^+$ by $k_BT$, the weight of D$^0$ would gain a factor $e$, and half filling would move down by a further $k_BT$, about 26 meV at 300 K. For a deep donor with one unpaired electron in D$^0$ and none in D$^+$, (11) gives the spin contribution, and the vibrational one has to be calculated separately.

Many of the numbers used here are given with more digits in the numerical output.

## Table of computed values

```
Rough inputs for arsenic in germanium
donor level from band edge: -14.0 meV
valley-orbit splitting: 4.0 meV
next orbital above ground: 9.0 meV
two-electron repulsion U: 13.0 meV
relative permittivity: 16.0
masses long., trans.: 1.60, 0.08 m_e
number of valleys: 4
donors, acceptors: 1.0e+12, 5.0e+11 cm^-3
Main temperature: 10.0 K
kT: 0.8617 meV
ln 2: 0.6931
kT ln 2: 0.5973 meV
half-filling Fermi energy: -14.5973 meV
neutral fraction there: 0.5000
neutral fraction at E_F = E_d: 0.6667
fraction at half filling if spin factor dropped: 0.3333
seven-donor count, E_F from 3 to 4 electrons: -14.5973 meV
Zeeman splitting/kT, shift below lower spin level/kT
  0.0  0.6931
  1.0  0.3133
  5.0  0.0067
U/kT, shift/kT for mean of half an electron
  0.0  1.0986
  2.0  0.7820
  15.0  0.6931
Neutrality: E_d-E_F omits excited valley states
T(K) kTln2(meV) E_d-E_F(meV) D+frac n(cm^-3) valley shift(meV)
   4.0 0.2389 0.2389 0.5000 1.79e-02 0.2389
   6.0 0.3584 0.3584 0.5000 2.50e+04 0.3591
   8.0 0.4778 0.4779 0.5000 3.35e+07 0.4841
  10.0 0.5973 0.6066 0.5027 2.69e+09 0.6219
  20.0 1.1946 8.0637 0.9818 4.82e+11 1.6396
slope of E_F, 4 to 8 K: -0.05975 meV/K
-k_B ln 2: -0.05973 meV/K
Neglected effects at the main temperature
valley states, added shift: 0.0246 meV
higher orbitals, added shift: 1.0e-04 meV
D-/D0 ratio, generous estimate: 2.0e-06
mean donor spacing: 1000 nm
donor radius estimate: 5.8 nm
overlap factor exp(-spacing/radius): 3.5e-75
Coulomb energy at mean spacing: 0.0900 meV
Coulomb energy / (kT ln 2) at 10 K: 0.151
Coulomb energy / (kT ln 2) at 4 K: 0.377
neutral fraction with Gaussian disorder: 0.5000
E_F change with skewed disorder: -1.2e-04 meV
band degeneracy, relative error in n: 1.5e-08
kT ln 2 at 300 K: 17.92 meV
```
